# Sampling a Free-Flight Time at Constant Total Scattering Rate: a program that tests the result

```python
"""Free-flight time in Monte Carlo carrier transport.

Result under test: t = -ln(r) / Gamma, where
  Gamma : constant total event rate (real plus self-scattering), 1/s
  r     : uniform random number, read as the survival probability
  t     : sampled free-flight time, s
Also tested: the mean flight time 1/Gamma, and the claim that
self-scattering reproduces a real rate that varies during flight.
"""
import numpy as np
from scipy.integrate import quad

FS = 1e-15  # seconds in one femtosecond
total_rate = 1e14
random_number = 0.5
rng = np.random.default_rng(2024)


def flight_time(r):
    return -np.log(r) / total_rate


t_sampled = flight_time(random_number)
mean_formula = 1 / total_rate

# Survival built from its definition: a product over tiny time steps.
tiny_step = 1e-6 / total_rate
survival = 1.0
step_count = 0
while survival > random_number:
    survival *= 1 - total_rate * tiny_step
    step_count += 1
t_product = step_count * tiny_step
# Allowed error: one step of overshoot plus the first-order step error.
assert abs(t_product / t_sampled - 1) < 3e-6

# Carriers followed by random trials in short steps, without the logarithm.
carriers = 200_000
trial_step = 0.01 / total_rate
event_probability = total_rate * trial_step
end_times = []
flying = carriers
step_index = 0
while flying > 0:
    ended = int(np.count_nonzero(rng.random(flying) < event_probability))
    end_times.append(np.full(ended, (step_index + 0.5) * trial_step))
    flying -= ended
    step_index += 1
end_times = np.concatenate(end_times)
assert end_times.size == carriers

# Tolerances: five standard errors plus the finite-step bias.
for r in (0.9, 0.5, 0.1):
    simulated = np.quantile(end_times, 1 - r)
    standard_error = np.sqrt((1 - r) / (r * carriers)) / total_rate
    allowed = 5 * standard_error + 2 * trial_step
    assert abs(simulated - flight_time(r)) < allowed
mean_simulated = end_times.mean()
allowed = 5 * mean_formula / np.sqrt(carriers) + trial_step
assert abs(mean_simulated - mean_formula) < allowed
median_simulated = np.median(end_times)
outlast_simulated = np.mean(end_times > mean_formula)
outlast_formula = np.exp(-1)
assert abs(outlast_simulated - outlast_formula) < 0.01


# A model real rate that rises during flight but stays below total_rate.
def real_rate(t):
    x = total_rate * t
    return total_rate * (0.2 + 0.6 * x / (1 + x))


# Self-scattering simulation: redraw flights until a real event occurs.
real_times = np.zeros(carriers)
active = np.arange(carriers)
while active.size:
    uniform = 1 - rng.random(active.size)  # excludes zero
    real_times[active] += flight_time(uniform)
    real_probability = real_rate(real_times[active]) / total_rate
    is_real = rng.random(active.size) < real_probability
    active = active[~is_real]


def real_survival(t):
    # Integrate in the dimensionless time x = total_rate * t.
    integral = quad(lambda x: real_rate(x / total_rate) / total_rate,
                    0, total_rate * t)[0]
    return np.exp(-integral)


for t_check in (5 * FS, 10 * FS, 20 * FS, 40 * FS):
    expected = real_survival(t_check)
    observed = np.mean(real_times > t_check)
    standard_error = np.sqrt(expected * (1 - expected) / carriers)
    assert abs(observed - expected) < 5 * standard_error

t_show = 20 * FS
survival_simulated = np.mean(real_times > t_show)
survival_quadrature = real_survival(t_show)

print(f"Total rate Gamma: {total_rate:.3e} 1/s")
print(f"Random number r: {random_number:.3f} (no unit)")
print(f"-ln(r): {-np.log(random_number):.6f} (no unit)")
print(f"Sampled flight time: {t_sampled:.4e} s")
print(f"Sampled flight time: {t_sampled / FS:.3f} fs")
print(f"Time from step product: {t_product / FS:.3f} fs")
print(f"Survival at sampled time: {np.exp(-total_rate * t_sampled):.3f}")
print(f"Mean flight time 1/Gamma: {mean_formula / FS:.3f} fs")
print(f"Sampled time / mean time: {t_sampled / mean_formula:.4f}")
print(f"Number of simulated carriers: {carriers}")
print(f"Time step of random trials: {trial_step / FS:.3f} fs")
print(f"Simulated median: {median_simulated / FS:.2f} fs")
print(f"Simulated mean: {mean_simulated / FS:.2f} fs")
print(f"Fraction outlasting mean, formula: {outlast_formula:.4f}")
print(f"Fraction outlasting mean, simulated: {outlast_simulated:.4f}")
for r in (0.1, 0.9):
    print(f"r = {r:.1f}, -ln(r)/Gamma: {flight_time(r) / FS:.3f} fs")
    print(f"r = {r:.1f}, -ln(1-r)/Gamma: {flight_time(1 - r) / FS:.3f} fs")
print("Model real rate: Gamma*(0.2 + 0.6*x/(1+x)), x = Gamma*t")
print(f"Real rate at 0 fs: {real_rate(0.0):.3e} 1/s")
print(f"Real rate at 20 fs: {real_rate(t_show):.3e} 1/s")
print(f"No real event by 20 fs, quadrature: {survival_quadrature:.4f}")
print(f"No real event by 20 fs, simulated: {survival_simulated:.4f}")
print("verified")
```

It prints:

```
Total rate Gamma: 1.000e+14 1/s
Random number r: 0.500 (no unit)
-ln(r): 0.693147 (no unit)
Sampled flight time: 6.9315e-15 s
Sampled flight time: 6.931 fs
Time from step product: 6.931 fs
Survival at sampled time: 0.500
Mean flight time 1/Gamma: 10.000 fs
Sampled time / mean time: 0.6931
Number of simulated carriers: 200000
Time step of random trials: 0.100 fs
Simulated median: 6.95 fs
Simulated mean: 9.95 fs
Fraction outlasting mean, formula: 0.3679
Fraction outlasting mean, simulated: 0.3664
r = 0.1, -ln(r)/Gamma: 23.026 fs
r = 0.1, -ln(1-r)/Gamma: 1.054 fs
r = 0.9, -ln(r)/Gamma: 1.054 fs
r = 0.9, -ln(1-r)/Gamma: 23.026 fs
Model real rate: Gamma*(0.2 + 0.6*x/(1+x)), x = Gamma*t
Real rate at 0 fs: 2.000e+13 1/s
Real rate at 20 fs: 6.000e+13 1/s
No real event by 20 fs, quadrature: 0.3903
No real event by 20 fs, simulated: 0.3903
verified
```
